Spin contamination of an unrestricted determinant, followed along H2 dissociation

**1. What symmetry fixes**

Spin is measured in units of ħ, so ⟨S²⟩ is a pure number times ħ². Let Φ be a determinant with N_α orbitals a_i of spin α and N_β orbitals b_j of spin β. Mixing the a_i among themselves by a unitary matrix changes Φ by a phase at most, and the same holds for the b_j. Hence ⟨S²⟩ depends only on the two occupied spaces, that is, on the projectors P_α and P_β.

Total spin does not act on position, so ⟨S²⟩ is unchanged when one and the same unitary transformation of the spatial one-electron space is applied to all orbitals of both spins. Since S² contains at most two-body terms, its mean value in a determinant is at most quadratic in the projectors. The invariants of that degree are Tr P_α = N_α, Tr P_β = N_β, their products, and Tr P_αP_β. (Tr P_α² is N_α again.) Therefore

⟨S²⟩ = F(N_α, N_β) − c Tr P_αP_β,

Tr P_αP_β = Σ_ij |⟨a_i|b_j⟩|²,

with c a fixed number. Two electrons determine c. If they share one spatial orbital they form a singlet, so F(1,1) − c = 0. If their orbitals are orthogonal, the determinant is an equal mixture of singlet (0) and triplet (2), so F(1,1) = 1. Thus c = 1. The theorem supplies F and confirms the form by direct calculation.

**2. The general theorem**

Assumptions: Φ is a single normalized determinant; every orbital has pure spin α or β; the a_i are orthonormal, and so are the b_j. Overlaps between the two sets are unrestricted, and orbitals may be complex. Set ħ = 1 and S_z = (N_α − N_β)/2.

**Theorem 1.**

⟨S²⟩ = S_z(S_z + 1) + N_β − Σ_ij |⟨a_i|b_j⟩|².

**Lemma 1.** S² = S_−S_+ + S_z(S_z + 1), where S_± = S_x ± iS_y.

Proof. Multiply out and use [S_x, S_y] = iS_z:

S_−S_+ = S_x² + S_y² + i[S_x, S_y] = S_x² + S_y² − S_z.

Adding S_z² + S_z to both sides gives the lemma. ∎

**Lemma 2.** ⟨S_−S_+⟩ = N_β − Σ_ij |⟨a_i|b_j⟩|².

Proof. Take a complete orthonormal set of spatial functions χ_p, with annihilation operators a_pα and a_pβ. Then

S_+ = Σ_p a†_pα a_pβ,  S_− = Σ_q a†_qβ a_qα.

In the product, use a_qα a†_pα = δ_pq − a†_pα a_qα:

S_−S_+ = Σ_pq a†_qβ a_qα a†_pα a_pβ
= Σ_p a†_pβ a_pβ − Σ_pq a†_qβ a†_pα a_qα a_pβ.

The first sum is the number of β electrons. In the second, a†_qβ moves right past two α operators. Each exchange gives a minus sign, so the total sign is plus:

S_−S_+ = N_β − Σ_pq (a†_pα a_qα)(a†_qβ a_pβ).

The determinant is a string of α creation operators times a string of β creation operators acting on the vacuum. Each bracket contains two operators of one spin, so it commutes with the string of the other spin. The mean value of the product is therefore the product of the mean values.

To find these, write a_i = Σ_p A_pi χ_p and b_j = Σ_p B_pj χ_p. Complete the a_i to a full orthonormal set with annihilators c_k, so that a_qα = Σ_k A_qk c_k. In Φ, ⟨c†_k c_l⟩ equals δ_kl for occupied k and vanishes otherwise. Hence

⟨a†_pα a_qα⟩ = Σ_i A*_pi A_qi,

⟨a†_qβ a_pβ⟩ = Σ_j B*_qj B_pj.

Multiply, sum over p and q, and group the factors by summation index:

Σ_ij (Σ_p A*_pi B_pj)(Σ_q B*_qj A_qi)
= Σ_ij ⟨a_i|b_j⟩⟨b_j|a_i⟩
= Σ_ij |⟨a_i|b_j⟩|². ∎

Since Φ is an eigenstate of S_z, the two lemmas together prove Theorem 1. ∎

As a numerical instance, a random determinant with N_α = 3 and N_β = 2 has overlap sum 1.2175. The theorem gives 0.75 + 2 − 1.2175 = 1.5325, which agrees with the mean value of the S² operator built from Pauli matrices.

**Corollary.** For N_α ≥ N_β, ⟨S²⟩ ≥ S_z(S_z + 1). Equality holds if and only if every b_j lies in the space spanned by the a_i, and Φ is then a spin eigenstate.

Proof. Because S_− is the adjoint of S_+, the excess is

⟨S²⟩ − S_z(S_z + 1) = ‖S_+Φ‖² = Σ_j (1 − ‖P_α b_j‖²).

No term is negative, and all vanish exactly when P_α b_j = b_j for every j. In that case S_+Φ = 0, and Lemma 1 gives S²Φ = S_z(S_z + 1)Φ. ∎

The excess is called spin contamination. It counts the part of the β orbitals that has no partner in the α space. A restricted determinant, closed-shell or high-spin open-shell, has none.

**3. The two-electron problem**

For one electron of each spin, S_z = 0 and N_β = 1, so

⟨S²⟩ = 1 − d²,  d = ⟨a|b⟩ (real orbitals).

What remains is to find d in the lowest determinant at each internuclear distance R. Take one real function χ_A or χ_B on each atom, with overlap s, and form

g = (χ_A + χ_B)/√(2 + 2s),  u = (χ_A − χ_B)/√(2 − 2s).

Every real pair of orbitals in this basis can be written

a = cosθ₁ g + sinθ₁ u,  b = cosθ₂ g + sinθ₂ u,

so that d = cos(θ₁ − θ₂). Let h_g and h_u be the one-electron energies. With (pq|rs) the repulsion between the charge distributions pq and rs, define

J_gg = (gg|gg),  J_uu = (uu|uu),  J_gu = (gg|uu),  K = (gu|gu).

In atomic units, the energies of the two closed shells and of the triplet are

E_gg = 2h_g + J_gg + 1/R,
E_uu = 2h_u + J_uu + 1/R,
E_T = h_g + h_u + J_gu − K + 1/R.

Further abbreviations are

W = E_T − K,
C = (J_gg + J_uu − 2J_gu)/4,
D = E_gg + E_uu − 2W.

Inserting the definitions gives D = 4(C + K).

**Theorem 2.** Let E_uu > E_gg and K > |C|. Among determinants with one α and one β electron in real orbitals of this basis, the lowest has

d = 1 if E_gg ≤ W,
d = (E_uu − E_gg)/D if E_gg > W,

up to the arbitrary sign of an orbital. In the second case

⟨S²⟩ = 4(E_gg − W)(E_uu − W)/D²,

E = E_gg − (E_gg − W)²/D.

Proof. Electrons of opposite spin have no exchange energy, so

E = h_aa + h_bb + (aa|bb) + 1/R.

Integrals with an odd number of u factors vanish by inversion symmetry. Put p = cos2θ₁ and q = cos2θ₂, so that cos²θ₁ = (1 + p)/2 and sin²θ₁ = (1 − p)/2, and likewise for θ₂. Then

h_aa + h_bb = h_g + h_u + ½(h_g − h_u)(p + q),

(aa|bb) = ¼J_gg(1 + p)(1 + q) + ¼J_uu(1 − p)(1 − q) + ½J_gu(1 − pq) + K sin2θ₁ sin2θ₂.

The last term comes from the product of the two cross densities, 2cosθ₁sinθ₁ gu and 2cosθ₂sinθ₂ gu. Collecting powers of p and q gives

E = E₀ + ¼(E_gg − E_uu)(p + q) + C pq + K sin2θ₁ sin2θ₂,

E₀ = (E_gg + E_uu + 2E_T + 2K)/4.

Now let σ = θ₁ − θ₂ and δ = θ₁ + θ₂. The addition theorems give

p + q = 2 cosσ cosδ,
pq = ½(cos2δ + cos2σ),
sin2θ₁ sin2θ₂ = ½(cos2σ − cos2δ).

With d = cosσ, y = cosδ and cos2x = 2cos²x − 1,

E = E₀ − C + ½(E_gg − E_uu) d y + (C − K)y² + (C + K)d².

The variables d and y range independently over [−1, 1]. Since C − K < 0, E is strictly concave in y, and its minimum lies at y = ±1. Reversing the sign of one orbital changes (d, y) to (−d, −y), so we may choose y = 1, which means θ₂ = −θ₁. The constant is then E₀ − C + (C − K) = E₀ − K = (E_gg + E_uu + 2W)/4, and

E(d) = (E_gg + E_uu + 2W)/4 − ½(E_uu − E_gg)d + ¼D d².

Because D = 4(C + K) > 0, this parabola opens upwards. Its vertex is at d₀ = (E_uu − E_gg)/D > 0. The vertex lies at or beyond d = 1 when E_uu − E_gg ≥ E_gg + E_uu − 2W, that is, when E_gg ≤ W. The minimum on the allowed interval is then at d = 1.

Otherwise d = d₀, and

1 − d = 2(E_gg − W)/D,  1 + d = 2(E_uu − W)/D.

Their product is the stated ⟨S²⟩. For the energy, complete the square: E(d) = E(d₀) + ¼D(d − d₀)². At d = 1 both orbitals equal g and E(1) = E_gg, so

E(d₀) = E_gg − ¼D(1 − d₀)² = E_gg − (E_gg − W)²/D. ∎

**Remark: the onset.** The distance at which E_gg = W is the Coulson–Fischer point. From the definitions,

W − E_gg = (h_u − h_g) + (J_gu − J_gg) − 2K.

Mixing some u into the orbitals costs the first two terms together. Mixing it with opposite signs for the two spins lowers the repulsion through K. While the cost is larger, the restricted solution is the minimum and ⟨S²⟩ is exactly zero. So ⟨S²⟩ stays at zero over the whole range where E_gg ≤ W and leaves it only at the onset distance R_CF, which section 5 locates for H2.

At the onset D = E_uu − W. If E_gg − W passes through zero with a positive slope, then just beyond R_CF

⟨S²⟩ ≈ 4 (E_gg − W)′ (R − R_CF)/(E_uu − W),

where the prime denotes d/dR at R_CF. The contamination starts linearly and has a kink, whereas the energy lowering (E_gg − W)²/D starts quadratically. The restricted determinant remains a stationary point beyond the onset, so a calculation that stays on it reports ⟨S²⟩ = 0 there too.

**Remark: what is mixed in.** Write θ₁ = θ and θ₂ = −θ, and let a bar denote spin β. Expanding the determinant gives

|a b̄| = cos²θ |g ḡ| − sin²θ |u ū| − √2 sinθ cosθ T₀,

T₀ = (|g ū| − |u ḡ|)/√2.

The first two determinants are singlets. T₀ has the antisymmetric spatial part g(1)u(2) − u(1)g(2) and is the triplet with S_z = 0. Its weight is 2sin²θcos²θ = ½sin²2θ = ½(1 − d²), which is ⟨S²⟩/2. It tends to one half at dissociation, so the determinant becomes an equal mixture of singlet and triplet, not a triplet.

**4. The limit of separated atoms**

Let ε be the energy of one atom in this basis and U = (χ_Aχ_A|χ_Aχ_A). When the overlap density χ_Aχ_B is negligible, gg and uu are both half the sum of the atomic densities, and gu is half their difference. Two separated spherical densities repel as 1/R. Hence

h_g = h_u = ε − 1/R,
J_gg = J_uu = J_gu = ½(U + 1/R),
K = ½(U − 1/R).

It follows that C = 0, D = 2(U − 1/R) and E_uu − E_gg → 0. Therefore d → 0 and ⟨S²⟩ → 1. At any finite R with E_uu > E_gg, d is positive and ⟨S²⟩ remains below 1.

The restricted energy becomes

E_gg = 2(ε − 1/R) + ½(U + 1/R) + 1/R = 2ε + U/2 − 1/(2R).

Here E_gg − W = 2K = U − 1/R, so Theorem 2 lowers the energy by ½(U − 1/R) and leaves E = 2ε. The restricted determinant fails because half of its weight places both electrons on one atom. The unrestricted one puts one electron on each atom.

The triplet energy also tends to 2ε:

E_T = 2(ε − 1/R) + ½(U + 1/R) − ½(U − 1/R) + 1/R = 2ε.

The triplet admixture therefore does not spoil the energy in this limit, although the spin is wrong.

**5. H2 in numbers**

The basis is STO-3G, one contracted function per atom. For 58 distances from 0.6 to 12 bohr the assumptions of Theorem 2 were tested: E_uu > E_gg throughout, and |C|/K is at most 0.082. On the same points ⟨S²⟩ does not decrease with R, within rounding.

The onset lies at R_CF = 2.180 bohr (1.153 Å), and the initial slope is 1.807 ħ² per bohr.

At R = 4 bohr the integrals, in hartree, are

h_g = −0.756849,  h_u = −0.667440,
J_gg = 0.502616,  J_uu = 0.525855,
J_gu = 0.512086,  K = 0.265128.

With 1/R = 0.25, and allowing for rounding in the last digit,

E_gg = 2(−0.756849) + 0.502616 + 0.25 = −0.761082,
E_uu = 2(−0.667440) + 0.525855 + 0.25 = −0.559026,
E_T = −0.756849 − 0.667440 + 0.512086 − 0.265128 + 0.25 = −0.927332,
W = −0.927332 − 0.265128 = −1.192460.

Since E_gg > W, the determinant is spin-broken:

D = −0.761082 − 0.559026 + 2(1.192460) = 1.064812,
d = (−0.559026 + 0.761082)/1.064812 = 0.1898,
⟨S²⟩ = 1 − 0.1898² = 0.9640,
E = −0.761082 − (0.431378)²/1.064812 = −0.935842.

The triplet weight is 0.482. The whole curve follows, with R in bohr, ⟨S²⟩ in ħ² and energies in hartree. RHF is the restricted energy E_gg, UHF is the unrestricted minimum of Theorem 2, and FCI is full configuration interaction in the same basis.

  R     d        ⟨S²⟩      RHF      UHF      FCI
 1.4   1.0000   0.0000   −1.1167  −1.1167  −1.1373
 2.0   1.0000   0.0000   −1.0492  −1.0492  −1.0885
 2.5   0.7484   0.4398   −0.9658  −0.9799  −1.0305
 3.0   0.4751   0.7742   −0.8853  −0.9510  −0.9852
 4.0   0.1898   0.9640   −0.7611  −0.9358  −0.9438
 6.0   0.0265   0.9993   −0.6451  −0.9332  −0.9334
 8.0   0.0026   1.0000   −0.6100  −0.9332  −0.9332

The last ⟨S²⟩ is 0.999993 before rounding. Two separate atoms have energy −0.9332 hartree in this basis, which UHF reaches; the exact nonrelativistic value for fixed nuclei is −1 hartree, so the tabulated energies are far from the basis limit. At R = 20 bohr RHF lies higher by 0.3623 hartree, in agreement with U/2 − 1/(2R) for U = 0.7746 hartree.

At all seven distances the FCI ground state is a singlet. The contamination thus belongs to the single determinant and not to the molecule's ground state in this basis. Among the tabulated points, the UHF energy error relative to FCI is largest at 2.5 bohr, about 0.051 hartree, shortly after the onset. A larger ⟨S²⟩ therefore does not imply a larger energy error: from 2.5 bohr onwards the tabulated error falls while ⟨S²⟩ rises, and at 6 bohr, where ⟨S²⟩ = 0.9993, it is only about 0.0002 hartree. The pattern persists in cc-pVDZ and cc-pVTZ, but the numbers shift: the error is 0.047 and 0.050 hartree at 2.5 bohr, and 0.0005 and 0.0006 hartree at 6 bohr.

**Remark: a larger basis.** Theorem 1, and with it ⟨S²⟩ = 1 − d², holds in any basis. Theorem 2 is restricted to two basis functions. Self-consistent UHF in cc-pVDZ gives ⟨S²⟩ = 0 at 1.4 bohr, then 0.678, 0.932, 0.997 and 0.9999 at 3, 4, 6 and 8 bohr. The course is the same, but at 3 bohr the contamination is smaller than the 0.774 found in STO-3G. The third digit is not yet converged: cc-pVTZ and cc-pVQZ give 0.674 at 3 bohr and 0.931 at 4 bohr, and aug-cc-pVTZ gives 0.673 and 0.931. The onset as defined here belongs to the single determinant, and it was located with the STO-3G integrals, so the onset distance above is a property of the STO-3G model. In larger bases the restricted solution becomes unstable later, at 2.287 bohr in cc-pVDZ and at about 2.30 bohr in cc-pVTZ, aug-cc-pVTZ and cc-pVQZ, some 0.12 bohr beyond the STO-3G value. The initial slope in cc-pVDZ is about 1.6 ħ² per bohr instead of 1.8.

The numerical check minimizes the energy over θ₁ and θ₂ independently, without assuming θ₂ = −θ₁, and reproduces the closed formulas.

Table of computed values

```
Random determinants, 4 spatial orbitals; <S^2> in hbar^2
 Na Nb  overlap sum   operator    formula
  1  1   0.126561    0.873439   0.873439
  2  1   0.646682    1.103318   1.103318
  2  2   1.240900    0.759100   0.759100
  3  2   1.217536    1.532464   1.532464
  1  3   0.843891    2.156109   2.156109
H2, STO-3G
Coulson-Fischer distance: 2.1797 bohr = 1.1534 angstrom
Egg = W at onset: -1.019879 hartree
onset slope of <S^2>, formula: 1.8068 hbar^2/bohr
onset slope of <S^2>, minimized: 1.8066 hbar^2/bohr
largest |C|/K for R = 0.6 to 12.0 bohr: 0.0819
Worked point R = 4.0 bohr, energies in hartree
  h_g   -0.756849
  h_u   -0.667440
  J_gg   0.502616
  J_uu   0.525855
  J_gu   0.512086
  K      0.265128
  C      0.001075
  E_gg  -0.761082
  E_uu  -0.559026
  E_T   -0.927332
  W     -1.192460
  D      1.064812
  orbital angle theta 39.531 degrees
  triplet weight 0.481996
STO-3G curve: R bohr, <S^2> hbar^2, energies hartree
   R     d         <S^2>     E_RHF      E_UHF      E_FCI
  1.4  1.000000  0.000000  -1.116714  -1.116714  -1.137276
  2.0  1.000000  0.000000  -1.049171  -1.049171  -1.088496
  2.5  0.748450  0.439823  -0.965794  -0.979948  -1.030474
  3.0  0.475142  0.774240  -0.885275  -0.951018  -0.985157
  4.0  0.189758  0.963992  -0.761082  -0.935842  -0.943778
  6.0  0.026510  0.999297  -0.645077  -0.933227  -0.933402
  8.0  0.002586  0.999993  -0.610039  -0.933165  -0.933166
two H atoms, STO-3G: -0.933164 hartree; U = 0.774606 hartree
R = 20 bohr: <S^2> = 1.000000 hbar^2, E_UHF = -0.933164 hartree
R = 20 bohr: E_RHF - E_UHF = 0.362303 hartree
cc-pVDZ UHF: R bohr, <S^2> hbar^2, energies hartree
   R    <S^2>     E_RHF      E_UHF
  1.4  0.000000  -1.128709  -1.128709
  3.0  0.678226  -0.986300  -1.015543
  4.0  0.931847  -0.906781  -1.001415
  6.0  0.996965  -0.815990  -0.998654
  8.0  0.999890  -0.776035  -0.998565
```
